\section*{Linear tetrahedra and uniform sums for filled bands}

\section*{Question}

I compute energy differences between polar and nonpolar structures of an insulating oxide, with ferroelectric hafnia capacitors in mind. The differences are tens of meV per cell, so the Brillouin-zone integration has to be good to about 1 meV. At present I sum the band energies over a uniform periodic mesh of $N\times N\times N$ points.

The linear tetrahedron method interpolates the bands between mesh points instead of merely sampling them. Should its total band energy therefore converge faster with $N$? If not, what happens to the information gained by interpolating, and when does the choice of method matter?

\section*{Answer}

It does not converge faster. For completely filled bands, on a full periodic mesh with the usual division of each cell into six tetrahedra, both methods give the same number at every $N$. The form of the division matters, as shown below.

\subsection*{The weight of a mesh point}

Let $\theta_i=k_ia_i$ be the phase angles along the three reciprocal axes, each running over $2\pi$. With two spins per state, define the filled-band sum and the energy per cell
\begin{equation}
S(\boldsymbol\theta)=2\sum_{b\,\text{filled}}\varepsilon_b(\boldsymbol\theta),\qquad
E=\int\frac{d^3\theta}{(2\pi)^3}\,S(\boldsymbol\theta).
\end{equation}
The uniform sum replaces $E$ by $E_N=N^{-3}\sum_{\boldsymbol\theta}S(\boldsymbol\theta)$.

Inside a tetrahedron with corner energies $\varepsilon_1,\dots,\varepsilon_4$, the linear interpolant is
\begin{equation}
\varepsilon_{\rm lin}=\sum_{i=1}^4\lambda_i\varepsilon_i,\qquad \lambda_i\ge0,\qquad \sum_i\lambda_i=1,
\end{equation}
where $\lambda_i$ is linear in position, equal to 1 at corner $i$ and 0 at the other three. Being a weighted mean, $\varepsilon_{\rm lin}$ never exceeds the largest corner energy. If the Fermi level lies above all four corners, the whole tetrahedron is filled.

A linear map that exchanges two corners leaves the volume $V_T$ unchanged and exchanges their $\lambda$'s. The four integrals of $\lambda_i$ are therefore equal. Their sum is $\int 1\,dV=V_T$, so
\begin{equation}
\int_T\lambda_i\,dV=\frac{V_T}{4},\qquad
\int_T\varepsilon_{\rm lin}\,dV=\frac{V_T}{4}\sum_i\varepsilon_i .
\end{equation}

Now divide each mesh cell into six tetrahedra. Each one follows a path from corner $(0,0,0)$ to $(1,1,1)$ that takes one unit step along each axis, and there are six orders of the steps. The three edge vectors from the first corner have determinant $\pm1$ in units of the cell, so each tetrahedron has $1/6$ of the cell volume, or $1/(6N^3)$ of the zone.

The $6N^3$ tetrahedra have $24N^3$ corners in all. The division repeats from cell to cell, so each of the $N^3$ mesh points receives the same number, 24. Its weight is
\begin{equation}
w=24\times\frac14\times\frac{1}{6N^3}=\frac1{N^3}.
\label{eq:w}
\end{equation}
This is the weight in the uniform sum. A linear change of cell shape preserves volume ratios, so the result also holds for orthorhombic and skewed cells.

The derivation did not use the fact that the quantity summed is an energy. The density $n(\mathbf r)=2N^{-3}\sum_{\mathbf k,b}|\psi_{b\mathbf k}(\mathbf r)|^2$ has the same weights in both methods. Each self-consistency step then maps a given input density to the same output density, so the two methods share their self-consistent solutions.

\subsection*{Why the interpolation gains nothing}

Interpolation does approximate $S$ between the points. Its error in one cell can be found explicitly. Let $h=2\pi/N$ and let $\mathbf u$ be the position relative to the cell centre:
\begin{equation}
S=S_0+\sum_i u_i\,\partial_iS+\frac12\sum_{ij}u_iu_j\,\partial_i\partial_jS+\dots
\end{equation}
Linear interpolation reproduces the first two terms. For the third, compare the interpolated and true cell averages of $u_iu_j$.

Within one cell, the two ends of the body diagonal belong to all six tetrahedra and have weight $6/24=1/4$ each. The other six corners belong to two tetrahedra and have weight $2/24=1/12$ each. At every corner $u_i=\pm h/2$.

For $i=j$, the interpolated average is $h^2/4$ and the true one is $h^2/12$, so the difference is $h^2/6$. For $i\ne j$, the true average is zero. The diagonal ends contribute $+\tfrac12\,h^2/4$. Of the other six corners, two have $u_iu_j>0$ and four have $u_iu_j<0$, which contributes $\tfrac{2-4}{12}\,h^2/4=-\tfrac16\,h^2/4$. The difference is $(\tfrac12-\tfrac16)h^2/4=h^2/12$. Inserting both results, and counting each pair $i\neq j$ twice, gives
\begin{equation}
\Delta_{\rm cell}=\frac{h^2}{12}\Big[\sum_i\partial_i^2S+\sum_{i<j}\partial_i\partial_jS\Big]+\dots
\end{equation}

This error is real, but its average over the zone vanishes at this order, because
\begin{equation}
\int_0^{2\pi}d\theta_i\,\partial_i(\partial_jS)=\big[\partial_jS\big]_{\theta_i=0}^{2\pi}=0 .
\end{equation}
Regions where the interpolant lies too high are balanced by regions where it lies too low. In a metal the corresponding integral covers only the occupied region, and a term on the Fermi surface generally remains.

\subsection*{The error that remains}

Expand $S=\sum_{\mathbf R}c_{\mathbf R}e^{i\boldsymbol\theta\cdot\mathbf R}$ with integer vectors $\mathbf R$. The exact energy is $E=c_{\mathbf 0}$. On a mesh $\theta_i=2\pi(j_i+s)/N$, shifted by $s$ steps along each axis, the average over $j_i$ is a geometric sum. It vanishes unless $R_i$ is a multiple of $N$. With $\mathbf R=N\mathbf n$,
\begin{equation}
E_N-E=\sum_{\mathbf n\ne\mathbf 0}c_{N\mathbf n}\,e^{2\pi is(n_1+n_2+n_3)} .
\label{eq:alias}
\end{equation}

In a finite-band model with short-range hopping, a gap makes these coefficients decay exponentially. The projector on the filled bands is
\begin{equation}
P=\frac1{2\pi i}\oint\frac{dz}{z-H(\boldsymbol\theta)},\qquad S=2\,{\rm Tr}(PH),
\end{equation}
with a contour that encloses the filled levels and crosses the real axis in the gap. For small complex shifts of $\boldsymbol\theta$ the levels stay off the contour, so $S$ remains analytic. Shifting $\theta_i$ by $-i\eta\,{\rm sgn}(R_i)$ in the integral for $c_{\mathbf R}$ multiplies $e^{-i\boldsymbol\theta\cdot\mathbf R}$ by $e^{-\eta(|R_1|+|R_2|+|R_3|)}$. The side pieces of the shifted path cancel by periodicity. The uniform sum is therefore already a rapidly convergent rule, and the tetrahedron method inherits its error.

\subsection*{A worked oxide model}

Take a cubic cell with one cation orbital at energy $7$ eV and three anion $p$ orbitals at energy zero, one on each cell edge and pointing along it. The two cation--anion hoppings along axis $i$ are $t\pm\delta_i$ with $t=1.5$ eV. The $p$ orbital has opposite signs towards its two cations, so the coupling is
\begin{equation}
v_i=(t+\delta_i)e^{i\theta_i/2}-(t-\delta_i)e^{-i\theta_i/2}
=2it\sin\frac{\theta_i}{2}+2\delta_i\cos\frac{\theta_i}{2}.
\end{equation}
Different anions couple through $4t'\sin(\theta_i/2)\sin(\theta_j/2)$ with $t'=-0.25$ eV. Three bands are filled and one is empty. In the nonpolar structure ($\delta_i=0$) the gap is 6.0 eV and the valence width is 5.4 eV.

The mesh $N=2$ can be done by hand. Each angle is 0 or $\pi$; let $m$ be the number of angles equal to $\pi$. The trace of $H$ is 7 eV, so $S=2(7-\varepsilon_c)$, where $\varepsilon_c$ is the empty level in eV. For $m=0$, $\varepsilon_c=7$. For $m\ge1$ the cation couples only to the symmetric combination of the $m$ active anions. That combination has energy $4t'(m-1)=-(m-1)$ and coupling strength $2t\sqrt m=3\sqrt m$. The upper root of the $2\times2$ problem is
\begin{equation}
\varepsilon_c=\frac{8-m}{2}+\sqrt{\Big(\frac{6+m}{2}\Big)^2+9m},
\end{equation}
which gives 8.1098, 8.8310 and 9.3739 for $m=1,2,3$. These occur at 3, 3 and 1 points, so
\begin{equation}
\bar\varepsilon_c=\frac{7+3(8.1098)+3(8.8310)+9.3739}{8}=8.3995,
\end{equation}
and $E_2=2(7-8.3995)=-2.7990$ eV. By Eq.~(\ref{eq:w}) this is also the tetrahedron result.

For larger meshes the tetrahedron energy was obtained by sampling the interpolant inside every tetrahedron and checking its occupation point by point. It agreed with the uniform sum to all printed digits:
\begin{center}
\begin{tabular}{ccc}
$N$ & energy, both methods (eV) & error (meV)\\
2 & $-2.79901$ & $36$\\
3 & $-2.83341$ & $1.1$\\
4 & $-2.83447$ & $0.058$\\
6 & $-2.83453$ & $3.5\times10^{-4}$\\
8 & $-2.83453$ & $3.1\times10^{-6}$
\end{tabular}
\end{center}
Errors are relative to the converged energy of this model. Doubling $N$ from 2 to 4 reduces the error about 600 times, and doubling it again reduces it about 19\,000 times. A single power of $h$ would give equal factors.

The cancellation between cells is visible too. At $N=4$ the root-mean-square interpolation error of a cell is 183 meV, while the net error is 0.058 meV. At $N=8$ the cell error is still 49 meV. It has fallen by a factor 3.8, close to the factor 4 of the leading $h^2$ term, while the net error has almost disappeared.

The highest filled band taken alone has an error of $-2.7$ meV at $N=8$. Filled bands touch, for instance at $\boldsymbol\theta=0$, and a single energy-ordered band need not be smooth there. The analyticity argument covers the sum of the filled bands, not each band separately.

For a polar distortion, set $\delta_z=0.3$ eV and keep all other parameters fixed. The converged band energy changes by $-38.79$ meV per cell. Both methods give $-40.77$ meV at $N=2$ and $-38.79$ meV at $N=4$. A denser mesh improves the difference; changing the method does not.

A mesh shift, unlike interpolation, can change the result. With $N=3$ and $s=1/4$ the error drops from 1.1 meV to $-0.00035$ meV. In the nonpolar model $c_{\mathbf R}$ is unchanged when any $R_i$ changes sign, so the phase in Eq.~(\ref{eq:alias}) can be replaced by $\prod_i\cos(\pi n_i/2)$. This vanishes if any $n_i$ is odd. The first surviving terms have $\mathbf R=(\pm6,0,0)$ and its permutations, with factor $-1$. They are the leading terms of the unshifted $N=6$ mesh with the sign reversed, which matches the table. The full gain relies on this mirror symmetry of $S$. The polar model with only $\delta_z\neq0$ keeps it, because time reversal and the two remaining mirrors still make $S$ even in each angle; it is lost when two or more $\delta_i$ are nonzero (for $\delta_x=\delta_y=\delta_z=0.3$ eV the shift lowers the error from 0.83 to 0.003 meV). Without it, time reversal still removes the terms with $\mathbf R=(\pm3,0,0)$ and its permutations, but terms such as $(3,3,0)$ and $(3,-3,0)$ no longer cancel each other.

\subsection*{When the two methods differ}

\textbf{Unequal point weights.} A cube can also be cut into five tetrahedra: a central one of volume $1/3$ and four corner ones of volume $1/6$. To make faces match, the pattern alternates between neighbouring cubes. Points with even coordinate sum then belong, in each of their eight cubes, to the central tetrahedron and three corner ones. Odd points belong to one corner tetrahedron per cube. In units of $1/N^3$ the weights are
\begin{equation}
w_{\rm even}=\frac84\Big(\frac13+\frac36\Big)=\frac53,\qquad
w_{\rm odd}=\frac84\cdot\frac16=\frac13 .
\end{equation}
The bands are filled and the mesh is periodic, yet the equality fails. In the nonpolar model at $N=4$ the energy moves by 0.18 meV from the uniform sum, about three times that sum's own error.

\textbf{A cut-out part of the zone.} Mirror symmetry allows the $N=8$ mesh to be reduced to an octant with five points per axis. The correct multiplicities along each axis are $1,2,2,2,1$. If the octant is instead divided into tetrahedra and their raw corner weights are kept, points on its edges and corners are weighted wrongly. The point $\boldsymbol\theta=0$, for example, gets $1/4$ of a cell volume instead of $1/8$. The energy is then off by 8.5 meV. Symmetry reduction is safe when each reduced point carries the total weight of its partners in the full mesh.

\textbf{Partly filled bands.} If the Fermi level cuts through a tetrahedron, the corner weights depend on the energies. With the level fixed at $0.3$ eV, inside the valence bands, the $N=8$ uniform sum counts 4.00 electrons per cell and the tetrahedron method about 3.8. The uniform band energy is $-4.23$ eV, and the tetrahedron value is about 0.05 eV lower. These numbers show that the methods differ, not which is closer to the converged value. The same count, taken as a function of energy, determines the density of states. There the interpolation has an effect in an insulator as well.

\textbf{A gap seen only by the mesh.} Suppose a band crosses the Fermi level between mesh points, but its energies at all the mesh points lie on the same side of that level. Both methods then treat it as filled or empty throughout. They agree, and both are wrong. Agreement between them is therefore no test of convergence.

\subsection*{Relation to hafnia capacitors}

The gap of 6 eV, the cell edge of 0.5 nm and the valence width are in the rough range of hafnium oxide. The crystal structure is not: the polar orthorhombic cell holds four hafnium and eight oxygen atoms, hence 24 oxygen $p$ bands instead of three. The $-38.79$ meV also omits elastic, ion--ion and self-consistent contributions, so it is no estimate of a hafnia phase energy. The equality of weights carries over to such a cell; the convergence rates in the table do not.

Thermal carriers are negligible for these parameters, about $6\times10^{-19}$ electrons and as many holes per cell at 900 K with the Fermi level at its charge-neutral position. A field of 3 MV/cm, a rough operating value, drops 0.15 eV across a cell. A triangular-barrier estimate with the model's conduction mass of 0.47 electron masses gives a band-to-band tunnelling factor of $e^{-230}$. Using one constant mass across the whole gap overstates the exponent, because it ignores how the valence band changes the decay inside the gap. The complex bands of the model give about $e^{-150}$ for the easiest path at fixed transverse wave vector, so tunnelling between the bands of this model remains negligible.

Defects are the larger concern in real films. A density of $10^{20}$ cm$^{-3}$, taken as a high round value, means 0.0125 defects per cell. If each put one electron at the bottom of the conduction band, that band would be partly filled. On the $N=8$ mesh one point with two spins stands for $2/512=0.0039$ electrons, so these carriers amount to about three points' worth of states. In the nonpolar model they fill the point $\boldsymbol\theta=0$ and leave its six nearest neighbours, which are equal in energy, each a little over one third filled. The filled-band equality then no longer applies. A defect whose gap level is completely filled or completely empty does not break it.

For your energy differences, choose the mesh by increasing $N$ until the difference itself settles, and treat both structures with comparable meshes. The values behind the example are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
cation level 7.00 eV, hoppings 1.50 and -0.25 eV
cell edge 0.50 nm, gap 6.000 eV, valence width 5.374 eV
share of tetrahedron volume per corner: 1/4
tetrahedra meeting at each mesh point: 24
converged filled-band energy -2.8345259 eV per cell
N | mesh sum (eV) | tetrahedron (eV) | error of both (meV)
2 | -2.7990090 | -2.7990090 | 3.552e+01
3 | -2.8334145 | -2.8334145 | 1.111e+00
4 | -2.8344676 | -2.8344676 | 5.825e-02
6 | -2.8345255 | -2.8345255 | 3.518e-04
8 | -2.8345259 | -2.8345259 | 3.114e-06
highest filled band alone, N=8: error -2.712e+00 meV
polar delta 0.30 eV: gap 6.051 eV
converged polar band-energy change -38.7851 meV per cell
  N=2: mesh -40.7686, tetrahedron -40.7686 meV
  N=4: mesh -38.7921, tetrahedron -38.7921 meV
N=4: rms cell error 183.136 meV, net error 5.825e-02 meV
N=8: rms cell error 48.734 meV, net error 3.114e-06 meV
rms cell error ratio, N=4 to N=8: 3.758
N=3 shifted by 0.25 step: error -0.00035 meV, Fourier -0.00035 meV
five-tetrahedron relative weights 1.6667, 0.3333
  energy minus mesh sum, N=4: 0.1832 meV
octant of N=8, raw weights minus mesh sum: 8.4753 meV
partly filled, N=8: level (eV) | electrons mesh, tet | energy mesh, tet (eV)
  -2.1 | 1.1328, 1.1297 | -3.2941, -3.2479
  -1.1 | 1.7539, 1.7974 | -4.3095, -4.3380
  0.3 | 4.0039, 3.7733 | -4.2282, -4.2738
thermal electrons per cell at 300 K: 4.24e-54
thermal electrons per cell at 900 K: 9.40e-20
conduction mass 0.474 electron masses
field 3.0 MV/cm: drop per cell 0.150 eV
  triangular-barrier tunnelling exponent 230.4
defects per cell at 1e+20 cm^-3: 0.0125
\end{verbatim}
